# Spurious high-q form factors from Simpson integration on a logarithmic mesh

## Question

I compute radial form factors for a plane-wave calculation from functions tabulated on a logarithmic atomic mesh, \(r_i=r_0e^{ih}\), using Simpson's rule. To check the routine I used the hydrogen ground-state density \(f(r)=e^{-2r}/\pi\), with \(r\) in bohr. My mesh has \(h=0.05\), \(r_0=10^{-5}\) bohr and 311 points. At \(q=20\) bohr\(^{-1}\) Simpson gives \(2.693\times10^{-4}\) electrons, but the analytic value is \(9.803\times10^{-5}\).

The explanation I was given is that the Bessel function is undersampled once \(q\) times the local spacing nears one. But at \(q=10\) bohr\(^{-1}\) that already happens at \(r=2\) bohr, well inside the density, and there Simpson is right to better than one per cent. What sets the limit, and do I need a new atomic calculation on a finer mesh?

## Answer

The criterion you were given is misplaced. For a smooth function that has died out at both ends of the mesh, the first false contribution of Simpson's rule comes from the radius where \(q\) times the local spacing equals \(\pi\), not one; further ones come from whole multiples of that radius. What matters is how large your function still is at that radius. Your samples are adequate; the quadrature rule is at fault.

### The integral in the mesh variable

The transform is

\[
F_l(q)=4\pi\int_0^\infty r^2f(r)\,j_l(qr)\,dr .
\]

For your density \(l=0\) and \(j_0(qr)=\sin(qr)/(qr)\), so

\[
F=\frac4q\int_0^\infty re^{-2r}\sin(qr)\,dr
=\frac4q\,\mathrm{Im}\frac1{(2-iq)^2}
=\frac4q\,\frac{4q}{(4+q^2)^2}
=\frac{16}{(4+q^2)^2}.
\]

Put \(x=\ln r\), so that \(dr=r\,dx\). The integral becomes

\[
I=\int G(x)\,dx,\qquad G=4\pi r^3f(r)j_l(qr),\quad r=e^x,
\]

on a mesh that is uniform in \(x\) with step \(h\). The local spacing in \(r\) is \(\Delta r\simeq hr\), and the Bessel function advances in phase by

\[
\theta(r)=q\,\Delta r\simeq qhr
\]

per step. At \(\theta=1\) there are \(2\pi\), or about six, points per period. The sampling limit of two points per period is \(\theta=\pi\).

### What Simpson's rule adds to the integral

Assume that \(G\) is negligible at both mesh ends, so the sums may be extended to infinity. A comb of delta functions with period \(h\) has the Fourier series

\[
h\sum_j\delta(x-x_0-jh)=\sum_{m=-\infty}^{\infty}e^{2\pi im(x-x_0)/h},
\]

because each coefficient is \(1/h\) times the integral of \(h\delta\) over one period, which is one. Multiply by \(G\), integrate, and pair \(m\) with \(-m\). The trapezoidal sum is then

\[
T_h=I+2\sum_{m\ge1}A_{2m},\qquad
A_n=\int G(x)\cos\!\left[\frac{n\pi(x-x_0)}h\right]dx .
\]

The trapezoidal sum over every second point follows on replacing \(h\) by \(2h\):

\[
T_{2h}=I+2\sum_{n\ge1}A_n .
\]

Simpson's rule is the combination \(S=(4T_h-T_{2h})/3\). Indeed, points used in \(T_h\) alone get weight \(4h/3\), and points used in both get \(4h/3-2h/3=2h/3\). Inserting the two series, each odd \(A_n\) acquires the factor \(-2/3\) and each even one \(8/3-2/3=2\):

\[
S-I=-\tfrac23(A_1+A_3+\dots)+2(A_2+A_4+\dots).
\]

The trapezoidal error contains only the second bracket. Simpson's alternating weights have therefore introduced a new set of errors, beginning with \(A_1\). These terms are aliases: the weights oscillate with the mesh, and this oscillation can cancel that of the Bessel function.

At \(q=20\) bohr\(^{-1}\), direct integration gives \(A_1=-2.483\times10^{-4}\) and \(A_2=2.859\times10^{-6}\) electrons. Hence

\[
S-I\simeq\tfrac23(2.483\times10^{-4})+2(2.859\times10^{-6})
=1.71\times10^{-4},
\]

which is the excess you found, \(2.693\times10^{-4}-0.980\times10^{-4}\).

### Where the false contribution comes from

For \(l=0\), write \(G=(4\pi/q)\,u\sin(qr)\) with \(u=r^2f\), and let \(k_n=n\pi/h\). The identity \(\sin a\cos b=\tfrac12[\sin(a+b)+\sin(a-b)]\) splits \(A_n\) into two oscillating integrals. The phase \(a+b\) has derivative \(qe^x+k_n>0\) and is never stationary, so that part is negligible for smooth \(u\) and small \(h\). The other phase is

\[
\phi(x)=qe^x-k_n(x-x_0),\qquad \phi'(x)=qe^x-k_n .
\]

It is stationary at

\[
r_n=\frac{k_n}{q}=\frac{n\pi}{qh}.
\]

For \(n=1\) this is where \(qhr=\pi\). There \(\phi''=qr_n=k_n\), and the phase itself is \(\phi_n=k_n[1-\ln(r_n/r_0)]\). With \(\xi=x-\ln r_n\), and with \(u\) taken as constant over the stationary region,

\[
\int u\sin\phi\,dx\simeq u(r_n)\,\mathrm{Im}\left[e^{i\phi_n}\int_{-\infty}^{\infty}e^{ik_n\xi^2/2}d\xi\right]
=u(r_n)\sqrt{\frac{2\pi}{k_n}}\,\sin\!\left(\phi_n+\frac\pi4\right).
\]

Since \(2\pi/k_n=2h/n\), the factor \(4\pi/q\) and the \(\tfrac12\) from the identity give

\[
A_n\simeq\frac{2\pi}{q}\sqrt{\frac{2h}{n}}\;r_n^2f(r_n)\sin\!\left(\phi_n+\frac\pi4\right).
\]

Multiplying \(A_1\) by \(2/3\) gives the amplitude of the first spurious Simpson term:

\[
a_S(q)=\frac{4\pi}{3q}\sqrt{2h}\;r_1^2|f(r_1)|,\qquad r_1=\frac{\pi}{qh}.
\]

For the trapezoidal rule the first term is \(2A_2\), with amplitude

\[
a_T(q)=\frac{4\pi}{q}\sqrt h\;r_2^2|f(r_2)|,\qquad r_2=2r_1 .
\]

For your case \(r_1=\pi/(20\times0.05)=3.142\) bohr, so

\[
a_S=\frac{4\pi}{60}\sqrt{0.1}\,(3.142)^2\,\frac{e^{-6.283}}{\pi}
=3.89\times10^{-4}\ \text{electrons}.
\]

This is about four times the true form factor.

These are leading-order results for small \(h\). The stationary region has width of order \(k_n^{-1/2}\) in \(\ln r\), and \(u\) must vary little across it. The first corrections, of relative order \(1/k_n\), come with a factor \(i\), because the averages of \(\xi^2\), \(\xi^4\) and \(\xi^6\) with weight \(e^{ik_n\xi^2/2}\) are \(i/k_n\), \(3(i/k_n)^2\) and \(15(i/k_n)^3\). The curvature of \(u\) brings \(\xi^2\), and the higher terms of the phase, \(k_n(\xi^3/6+\xi^4/24)\), bring \(ik_n\xi^4\) and \(k_n^2\xi^6\), each with a real coefficient, so every average is an imaginary multiple of \(1/k_n\). They shift the phase, and the amplitude changes only at order \(h^2\) when \(r_1\) is held fixed. The phase shift is not small on your mesh: the signed formula gives \(A_1\simeq-1.75\times10^{-4}\) against the directly integrated \(-2.483\times10^{-4}\), so it is the amplitude, not the signed value, that the formula predicts well. The numbers agree: the measured amplitude exceeds the law by 1.1% at \(h=0.05\), \(q=20\) bohr\(^{-1}\), and by 0.28% at \(h=0.025\), \(q=40\) bohr\(^{-1}\), where \(r_1\) is the same.

For fixed small \(l>0\), the Bessel function at \(r_1\) has argument \(qr_1=\pi/h\gg1\), where \(j_l(z)\simeq\sin(z-l\pi/2)/z\). The phase shifts but the leading amplitude does not. With the same \(f\) and \(l=2\), the measured amplitude is \(3.91\times10^{-4}\).

### Why your result at q = 10 was good

At \(q=10\) bohr\(^{-1}\), \(\theta=1\) falls at 2 bohr, and 0.238 of the one electron lies outside that radius. The stationary radius, however, is \(r_1=6.283\) bohr, where little density remains. The spurious amplitude is 0.44% of the true \(F\).

Between these radii the Bessel function is sampled coarsely, but its phase and that of the weights still run past each other, and for smooth \(f\) the errors largely cancel until \(r_1\) is approached. As \(q\) grows, \(r_1\) moves inward and the cancellation fails where there is appreciable density:

| \(q\) (bohr\(^{-1}\)) | \(r_1\) (bohr) | exact \(F\) | Simpson | trapezoid |
|---:|---:|---:|---:|---:|
| 10 | 6.283 | 1.479e-3 | 1.486e-3 | 1.479e-3 |
| 15 | 4.189 | 3.051e-4 | 4.201e-4 | 3.051e-4 |
| 20 | 3.142 | 9.803e-5 | 2.693e-4 | 1.037e-4 |
| 40 | 1.571 | 6.219e-6 | -1.952e-4 | -3.800e-5 |

In energy units \(q=20\) bohr\(^{-1}\) corresponds to \(q^2=400\) Ry.

### When q times the spacing near one does matter

The criterion has a meaning if the integrand is cut off at a mesh end \(R\) where its envelope is still finite. There is then an endpoint contribution, and Simpson's rule distorts it.

Count steps \(j=0,1,2,\dots\) inward from the cut. Over a few steps, treat the envelope and \(\theta=qhR\) as constant, so the integrand is proportional to \(e^{i\theta j}\). A weak damping, removed at the end, makes the far end drop out. The trapezoidal sum is

\[
h\left[\frac12+\sum_{j\ge1}e^{i\theta j}\right]
=\frac h2\,\frac{1+e^{i\theta}}{1-e^{i\theta}}
=\frac{ih}{2}\cot\frac\theta2 .
\]

With doubled step it is \(ih\cot\theta\). Simpson's combination is therefore

\[
\frac43\,\frac{ih}{2}\cot\frac\theta2-\frac13\,ih\cot\theta
=\frac{ih}{3}\left[2\cot\frac\theta2-\cot\theta\right].
\]

The true integral is \(h\int_0^\infty e^{i\theta s}ds=ih/\theta\). Dividing, and using \(\cot z=1/z-z/3-z^3/45-\dots\), gives the endpoint factor

\[
\rho_S(\theta)=\frac\theta3\left[2\cot\frac\theta2-\cot\theta\right]
=1+\frac{\theta^4}{180}+\dots
\]

A sphere of uniform density and radius \(R=1\) bohr, ending on the last point of a mesh with \(h=0.01\), tests this. Its exact transform is proportional to \(\sin qR-qR\cos qR\); taking \(qR=32\pi\) and \(64\pi\) removes the sine and leaves only the leading endpoint term. At \(\theta=1.005\) the ratio of Simpson to exact is 1.0064, as the factor predicts. At \(\theta=2.011\) it is 1.165, against a predicted 1.166. So \(q\Delta r=1\) at a cut means an error of about 0.6% in the endpoint term. The factor diverges at \(\theta=\pi\), where the stationary point reaches the cut and the separate treatment of the endpoint breaks down.

The trapezoidal factor is \((\theta/2)\cot(\theta/2)=1-\theta^2/12-\dots\), which is worse at small \(\theta\). The trapezoid's advantage thus depends on the integrand vanishing at the ends.

### Recognizing a false tail

The alias phase \(\phi_n\) contains \(\ln r_0\). If every mesh point is moved by a common shift \(s\) in \(\ln r\), the first alias phase changes by \(\pi s/h\), while the true \(F\) stays put. For sixteen equally spaced shifts over one period, \(s=2h\), your value at \(q=20\) bohr\(^{-1}\) ranges from \(-2.97\times10^{-4}\) to \(4.88\times10^{-4}\) electrons. The particular number you obtained is an accident of where the mesh starts.

If the mesh is fixed by a data file, compare the two rules on the same points. From the series above,

\[
S-T_h=-\tfrac23(A_1+A_3+\dots),
\]

which isolates the error that Simpson has added. At \(q=20\) bohr\(^{-1}\) the difference is \(1.66\times10^{-4}\), most of the Simpson error. Compare at several values of \(q\), since an alias can pass through zero at one of them. Agreement does not exclude the even aliases, which both rules share.

A smooth density makes the problem starker. The normalized Gaussian \(e^{-r^2}/\pi^{3/2}\) has \(F=e^{-q^2/4}\), which at \(q=20\) bohr\(^{-1}\) is \(3.7\times10^{-44}\). Simpson on your mesh returns \(1.24\times10^{-5}\). At \(q=40\) bohr\(^{-1}\) the spurious amplitude has grown to \(1.25\times10^{-3}\), because \(r_1\) has moved from 3.142 to 1.571 bohr, into the body of the density. The computed tail is entirely numerical.

### Very large q

The first alias describes the Simpson error while \(r_1\) lies far out in a decaying tail. When \(r_1\) moves further in, \(r_2,r_3,\dots\) follow it into the density, and their terms must be added.

Average the squared error over mesh shifts. Aliases with different \(n\) are different harmonics of the shift, so their cross terms average to zero, and each squared sine averages to \(\tfrac12\). Let \(w_n=2/3\) for odd \(n\) and 2 for even \(n\). Then

\[
\overline{(S-I)^2}=\frac12\sum_n w_n^2\,\frac{4\pi^2}{q^2}\,\frac{2h}{n}\,r_n^4f(r_n)^2 .
\]

At large \(q\) the radii \(r_n\) are closely spaced. Replace \(w_n^2\) by its mean, \(\tfrac12(\tfrac49+4)=\tfrac{20}9\), and the sum by an integral. Since \(r_n\propto n\), \(dn/n=dr/r\), and

\[
\overline{(S-I)^2}\simeq\frac{80\pi^2h}{9q^2}\int_0^\infty r^3f^2dr,
\qquad
\text{rms error}\simeq\frac{4\pi}{3q}\sqrt{5h\int_0^\infty r^3f^2dr}.
\]

The error falls only as \(1/q\), while the hydrogen form factor falls as \(q^{-4}\), a consequence of the cusp at the nucleus. At \(q=1000\) bohr\(^{-1}\) both the law and the measured rms error are \(1.021\times10^{-4}\) electrons, against a true \(F\) of \(1.6\times10^{-11}\). Going to higher \(q\) never brings the relative error back under control.

### What to do

**Refine the mesh.** This works, but for the hydrogen density it gains less than one might expect. The spurious amplitude reaches a given fraction of the true \(F\) at these \(q\), in bohr\(^{-1}\):

| \(h\) | 1% of \(F\) | 100% of \(F\) |
|---:|---:|---:|
| 0.05 | 10.7 | 16.7 |
| 0.025 | 18.9 | 27.8 |
| 0.0125 | 33.8 | 47.5 |

Halving \(h\) raises the limit by a factor between 1.6 and 1.8, not two. If \(q\) is doubled as \(h\) is halved, \(r_1\) stays fixed and \(a_S\) falls by \(2\sqrt2\), but the true \(F\) falls by nearly 16. The relative error has grown, so \(r_1\) must lie further out to restore it. For another function, \(a_S(q)\) is a useful estimate only while \(r_1\) lies in the tail and \(r^2f\) varies little over the stationary region, whose width in \(\ln r\) is about \(\sqrt{h/\pi}\). In a steeper tail it can be far too small: for the Gaussian above at \(q=20\) bohr\(^{-1}\) and \(h=0.05\) it gives \(6.1\times10^{-6}\) electrons, while the measured amplitude is \(1.45\times10^{-5}\). It is also too small once \(r_1\) has moved well inside the density, where the later aliases dominate. A safer check is to compare with the resampled integral described below.

**Use the trapezoidal rule**, if the integrand vanishes at both ends. Its first stationary radius is twice as large. At \(q=20\) bohr\(^{-1}\) its spurious amplitude is 0.065 of the true \(F\), against 4.01 for Simpson. This postpones the failure but does not remove it: at \(q=40\) bohr\(^{-1}\) the trapezoidal amplitude is \(4.1\times10^{-4}\), far above the true \(6.2\times10^{-6}\).

**Interpolate before integrating.** This is what I would do with your existing data. Fit a cubic spline to \(f\) as a function of \(\ln r\), evaluate it on a uniform radial mesh with spacing well below \(1/q_{\max}\), and only there multiply by the Bessel function. Do not interpolate the whole integrand, Bessel function included. On a mesh uniform in \(\ln r\), integrating a cubic spline through it only reproduces the trapezoidal sum when the integrand vanishes at both ends. That is better than Simpson here, but it keeps the trapezoidal aliases.

From your 311 samples, with a uniform spacing of 0.005 bohr out to 20 bohr, this gives errors relative to the exact \(F\) of \(4.9\times10^{-6}\) at \(q=20\) bohr\(^{-1}\) and \(6.5\times10^{-6}\) at 40. The second figure is an accidental cancellation between the interpolation error and the error of the uniform-mesh rule: at neighbouring \(q\), or with the logarithmic mesh shifted, the relative error near \(q=40\) bohr\(^{-1}\) is of order \(10^{-4}\). It grows to about \(10^{-3}\) at \(q=100\) bohr\(^{-1}\), where a finer uniform spacing helps. For wave numbers in this range no new atomic calculation is needed. The method does require that the original mesh resolve \(f\) itself; a kink between mesh points, or noise in the table, would be carried into the high-\(q\) result. The numerical output below gives the remaining values.

## Numbers as computed

```
mesh: h = 0.05, r0 = 1e-05 bohr, last r = 53.9 bohr, points = 311
hydrogen form factors (electrons), q in 1/bohr, r1 in bohr
   q     r1      exact     Simpson   trapezoid   resampled
    5  12.566   1.902e-02   1.902e-02   1.902e-02   1.902e-02
   10   6.283   1.479e-03   1.486e-03   1.479e-03   1.479e-03
   15   4.189   3.051e-04   4.201e-04   3.051e-04   3.051e-04
   20   3.142   9.803e-05   2.693e-04   1.037e-04   9.803e-05
   30   2.094   1.958e-05   7.241e-04   1.407e-04   1.958e-05
   40   1.571   6.219e-06  -1.952e-04  -3.800e-05   6.219e-06
q = 10 /bohr: q*spacing = 1 at r = 2.00 bohr; charge beyond = 0.238 electrons
q = 10 /bohr: spurious amplitude / exact F = 0.44 %
q = 20 /bohr: Simpson error = 1.71238e-04, alias sum = 1.71238e-04 electrons
q = 20 /bohr: A1 = -2.483e-04, A2 = 2.859e-06 electrons
q = 20 /bohr: Simpson F over slid meshes from -2.966e-04 to 4.884e-04 electrons
first-alias Simpson amplitude (electrons): measured, law
  q = 20 /bohr, h = 0.05: 3.9285e-04, 3.8856e-04
  q = 40 /bohr, h = 0.025: 1.3776e-04, 1.3738e-04
  same f with l = 2, q = 20 /bohr, h = 0.05: 3.9143e-04
trapezoid amplitude, q = 40 /bohr: measured 4.1327e-04, law 4.1213e-04 electrons
q = 20 /bohr: amplitude / exact F: Simpson 4.01, trapezoid 0.065
total rms Simpson error (electrons): measured, law, exact F
  q = 1000 /bohr: 1.021e-04, 1.021e-04, 1.600e-11
  q = 2000 /bohr: 5.103e-05, 5.103e-05, 1.000e-12
Gaussian density: q (1/bohr), exact F, Simpson F, measured amplitude
  20: 3.72e-44, 1.24e-05, 1.454e-05 electrons
  40: 1.92e-174, -1.33e-04, 1.248e-03 electrons
  law at q = 40 /bohr: 1.244e-03 electrons
q (1/bohr) where spurious amplitude reaches 1 % and 100 % of exact F
  h = 0.05: 10.66, 16.73
  h = 0.025: 18.91, 27.83
  h = 0.0125: 33.80, 47.46
cut integrand: q*spacing at the cut, Simpson/exact, endpoint factor
  1.0053: 1.00641, 1.00644
  2.0106: 1.16486, 1.16603
resampled relative error, q = 20 /bohr: 4.9e-06
resampled relative error, q = 40 /bohr: 6.5e-06
```
